**Question.** An in-line ellipsometer watches one spot of a finished film, nominally 100 nm thick, and reports its thickness once per second for 1000 s. A single reading has a noise standard deviation of 0.05 nm. The noise is first-order autoregressive, and neighbouring readings have correlation 0.9. How many independent readings would fix the mean thickness equally well, and how does that number scale with the correlation and the length of the run?

**Answer.** About 53. The standard uncertainty of the mean is therefore about 0.0069 nm, against the 0.0016 nm that 1000 independent readings would give. The derivation below also shows what can move the number.

### What "worth" means

Write the readings as $x_t=\mu+n_t$, with $t=1,\dots,N$ and $\mu$ the constant thickness reported by the instrument, including any calibration error. The noise obeys

$$n_t=\rho\,n_{t-1}+e_t,\qquad |\rho|<1 .$$

Each reading inherits a fraction $\rho$ of the previous noise value and receives a fresh contribution $e_t$. The $e_t$ have zero mean and constant variance, and they are uncorrelated with each other and with all earlier noise. The noise is stationary: its standard deviation $\sigma$ is the same at every reading, including the first.

For $N$ independent readings the mean $\bar x$ has variance $\sigma^2/N$. For correlated readings we define the effective number $N_{\rm eff}$ and the inflation factor $g$ by

$$\mathrm{Var}(\bar x)=\frac{\sigma^2}{N_{\rm eff}}=\frac{\sigma^2}{N}\,g,\qquad N_{\rm eff}=\frac{N}{g}.$$

### From the recursion to the number

Take the variance of both sides of the recursion. There is no cross term, because $e_t$ is uncorrelated with $n_{t-1}$, so

$$\sigma^2=\rho^2\sigma^2+\mathrm{Var}(e),\qquad \mathrm{Var}(e)=(1-\rho^2)\sigma^2 .$$

Next multiply the recursion by $n_{t-k}$, with $k\ge1$, and average. The fresh term again drops out, so the covariance $C_k=\langle n_tn_{t-k}\rangle$ satisfies $C_k=\rho C_{k-1}$. Since $C_0=\sigma^2$,

$$C_k=\sigma^2\rho^k .$$

The variance of the mean is the sum of all covariances divided by $N^2$. There are $N$ diagonal terms. At separation $k$ there are $N-k$ pairs, each counted twice:

$$\mathrm{Var}(\bar x)=\frac{\sigma^2}{N^2}\left[N+2S\right],\qquad S=\sum_{k=1}^{N-1}(N-k)\rho^k .$$

To find $S$, subtract $\rho S$ from it. In $\rho S$ the coefficient of $\rho^k$ is $N-k+1$, for $k=2,\dots,N$. In $S$ it is $N-k$, which vanishes at $k=N$. The difference is $-1$ for each of these powers, while the first power keeps its coefficient $N-1$. Hence

$$(1-\rho)S=(N-1)\rho-\sum_{k=2}^{N}\rho^k
=N\rho-\sum_{k=1}^{N}\rho^k
=N\rho-\frac{\rho(1-\rho^N)}{1-\rho}.$$

Divide by $1-\rho$ and insert the result in $g=1+2S/N$. The leading terms combine as $1+2\rho/(1-\rho)=(1+\rho)/(1-\rho)$, which gives

$$g=\frac{1+\rho}{1-\rho}-\frac{2\rho(1-\rho^N)}{N(1-\rho)^2}.$$

The second term arises because readings near the ends of the run have fewer neighbours. For a run much longer than the correlation it is small, and

$$N_{\rm eff}\approx N\,\frac{1-\rho}{1+\rho}.$$

For $N=1000$ and $\rho=0.9$ the leading inflation is $1.9/0.1=19$, so the short formula gives $1000/19=52.6$. The end term is $1.8/(1000\times0.01)=0.18$, since $\rho^N$ is negligible. The full inflation is then $18.82$, and $N_{\rm eff}=1000/18.82=53.1$. Both forms round to 53.

### Why one reading adds so little

Another route shows where the factor 19 comes from. If $\rho$ is known, form the differences

$$z_t=x_t-\rho x_{t-1}=(1-\rho)\mu+e_t,\qquad t=2,\dots,N .$$

They are uncorrelated with each other and with $x_1$. Each supplies an unbiased estimate $z_t/(1-\rho)$ of the thickness, with variance

$$\frac{(1-\rho^2)\sigma^2}{(1-\rho)^2}=\sigma^2\,\frac{1+\rho}{1-\rho}.$$

Most of $\mu$ cancels in the difference while the fresh noise remains. A new reading therefore carries $(1-\rho)/(1+\rho)=1/19$ of the information in an independent one.

These estimates can be combined with weights $a_i$ that sum to one. Minimizing $\sum a_i^2v_i$ under that condition, where $v_i$ are their variances, gives $a_i\propto1/v_i$ and a combined variance $1/\sum(1/v_i)$. The first reading counts as one, so the best linear unbiased estimate is worth

$$N_{\rm best}=1+(N-1)\frac{1-\rho}{1+\rho}
=\frac{N-(N-2)\rho}{1+\rho}.$$

This equals 53.6 here. The plain average reaches 53.1, so better weights cannot recover the missing readings.

### How the effect scales

**With correlation.** At $\rho=0$ every reading counts. For $\rho$ close to one, but with $N(1-\rho)$ still large, $N_{\rm eff}\approx N(1-\rho)/2$. The count is sensitive to $\rho$ in this range. Differentiating the logarithm of the short formula gives

$$\frac{d\ln N_{\rm eff}}{d\rho}=-\frac{1}{1-\rho}-\frac{1}{1+\rho}=-\frac{2}{1-\rho^2},$$

which is about $-10.5$ at $\rho=0.9$. Raising $\rho$ by 0.01 lowers $N_{\rm eff}$ by roughly a tenth.

If $\rho\to1$ at fixed $N$, the short formula fails, because it tends to zero. The sum before simplification gives $g\to1+2\sum_{k=1}^{N-1}(1-k/N)=N$, so $N_{\rm eff}\to1$: all readings share the same error and are worth one reading. For negative $\rho$ in a long run, successive errors tend to cancel and $N_{\rm eff}$ exceeds $N$.

**With time.** Let $\Delta t$ be the reading interval and write $\rho=e^{-\Delta t/\tau}$. The correlation time is

$$\tau=-\frac{\Delta t}{\ln\rho}=9.49\ \text{s}$$

for the example. Multiplying numerator and denominator by $e^{\Delta t/2\tau}$ gives

$$\frac{1-\rho}{1+\rho}=\tanh\frac{\Delta t}{2\tau}.$$

When $\Delta t\ll\tau$ the hyperbolic tangent is close to its argument. With $T=N\Delta t$ the run duration,

$$N_{\rm eff}\approx\frac{T}{2\tau},\qquad
u(\bar x)\approx\sigma\sqrt{\frac{2\tau}{T}},$$

where $u(\bar x)$ is the standard uncertainty of the mean. The estimate is $1000/(2\times9.49)=52.7$: one independent reading per two correlation times. At fixed $\sigma$ and $\tau$, halving the uncertainty takes a run four times as long.

**With reading rate.** Suppose the noise is a continuous process with correlation $e^{-|s|/\tau}$ at time separation $s$, and hold $T$, $\sigma$ and $\tau$ fixed. Reading without gaps replaces the double sum by a double integral. The region in which two times are separated by $s$ has weight $2(T-s)$, and integration by parts gives

$$\frac{1}{N_{\rm eff}}=\frac{2}{T^2}\int_0^T(T-s)e^{-s/\tau}\,ds
=\frac{2\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].$$

The limit is 53.19. Reading ten times faster means $N=10\,000$ and $\rho=0.9^{0.1}$, and gives 53.18 instead of 53.13. The extra readings mostly repeat errors already recorded. This conclusion needs the fast part of the noise to be absent. Independent noise would still be averaged down by faster reading if its size per reading stayed the same. If it is photon shot noise, and the same light is merely divided among more and shorter readings, its contribution to the uncertainty of the mean does not change.

To be worth 1000 independent readings at the original interval, the full formula requires 18 991 readings, about nineteen times the present run.

### What it does to the stated uncertainty

The correct standard uncertainty of the mean is

$$u(\bar x)=\frac{0.05\ \text{nm}}{\sqrt{53.13}}=0.00686\ \text{nm}.$$

Ignoring correlation gives $0.05/\sqrt{1000}=0.00158$ nm, which is too small by the factor $\sqrt{18.82}=4.34$.

The consequence for an interval is severe. For Gaussian noise, a nominal 95% interval extends 1.96 standard uncertainties to each side. If the uncorrelated value is used, it extends only $1.96/4.34=0.45$ true standard deviations. The probability that it contains $\mu$ is then 34.9%. The correct 95% half-width is 0.0134 nm.

The readings' own scatter does not reveal the problem. Expanding squares about the sample mean gives

$$\left\langle\sum_t(x_t-\bar x)^2\right\rangle
=N\sigma^2-N\,\mathrm{Var}(\bar x)
=N\sigma^2\left(1-\frac1{N_{\rm eff}}\right).$$

The usual sample variance $s^2$ divides this sum by $N-1$, so its expectation is $0.982\,\sigma^2$. A nearly correct $s$ can thus accompany an uncertainty of the mean that is wrong by a factor above four.

### The count depends on the purpose

Suppose the same run is used to estimate the noise variance, with $\mu$ known and Gaussian noise. The estimator is $N^{-1}\sum n_t^2$. For zero-mean Gaussian variables, the covariance of $n_i^2$ and $n_j^2$ is twice the square of the covariance of $n_i$ and $n_j$, here $2\sigma^4\rho^{2|i-j|}$. The double sum is the same as before with $\rho$ replaced by $\rho^2$:

$$\mathrm{Var}\left(\frac1N\sum_t n_t^2\right)=\frac{2\sigma^4}{N}\,g(N,\rho^2).$$

Independent readings would give $2\sigma^4/N$. The run is therefore worth $N/g(N,\rho^2)=105.5$ readings for this purpose, about twice its worth for the mean. The number 53 should not be carried over to other statistics.

### If the correlation is estimated from the run

In practice $\rho$ may have to come from the same data. With $d_t=x_t-\bar x$, a usual estimate is

$$r=\frac{\sum_{t=2}^{N}d_td_{t-1}}{\sum_{t=1}^{N}d_t^2}.$$

For a long run, neglect the error of $\bar x$ and the end terms. Inserting the recursion gives $r-\rho\approx\sum n_{t-1}e_t/\sum n_t^2$. Let each $e_t$ be independent of the past. The terms in the numerator are then uncorrelated, each with variance $\sigma^2(1-\rho^2)\sigma^2$, while the denominator is close to $N\sigma^2$. To leading order,

$$\mathrm{sd}(r)\approx\sqrt{\frac{1-\rho^2}{N}}=0.0138 .$$

The slope of the short formula has magnitude $2N/(1+\rho)^2=554$, so the standard deviation of the estimated $N_{\rm eff}$ is about $554\times0.0138=7.6$. A single run of this length would determine the count only to about one part in seven.

Simulation shows what the leading-order argument leaves out. In 10 000 Gaussian runs generated from the recursion, $r$ had mean 0.8956 and standard deviation 0.0141. The short formula with $r$ in place of $\rho$ gave a mean count of 55.2 and a standard deviation of 7.9. The low mean of $r$, multiplied by the slope, raises the count by about 2.4 (sampling error about 0.1), which accounts for most of its excess over 52.6. Nominal 95% intervals built from each run's own $s$ and $r$ contained $\mu$ in 93.9% of runs. With this many runs that fraction has a sampling error of about 0.25 percentage points, and the last digit of each simulated figure above is likewise uncertain. Estimating the correlation thus repairs most of the loss of coverage in this model.

### How a real gauge departs from the model

The thickness, noise and reading interval are rough values chosen for an in-line optical gauge. The noise of 0.05 nm is on the coarse side for a good ellipsometer on a smooth film, but $N_{\rm eff}$ does not depend on it. The correlation 0.9 is posed by the question and is not a general property of such gauges.

A real gauge may have independent detector noise on top of slower fluctuations. Let the independent part carry a fraction $w$ of the total variance, and let the slow part be autoregressive with lag-one correlation $\varphi$. Only the slow part contributes to the covariance of neighbours, so keeping the total correlation at $\rho$ requires

$$(1-w)\varphi=\rho,\qquad \varphi=\frac{\rho}{1-w}.$$

The two parts are uncorrelated, so their contributions to the variance of the mean add:

$$g=w+(1-w)\,g(N,\varphi).$$

With $w=0.02$, the independent noise is only 0.007 nm, but $\varphi=0.918$ and $N_{\rm eff}$ falls from 53 to 44. The uncertainty rises to 0.00755 nm. The neighbour correlation alone therefore does not fix the answer; correlations at longer lags matter too. In this mixed model the lag-two correlation is $\rho\varphi$, larger than the $\rho^2$ of the simple model, so comparing the two is a useful diagnostic when the data are precise enough.

Other errors do not average down like stationary noise. A linear instrument drift of 0.02 nm over the run displaces the mean by 0.010 nm from its drift-free starting value, more than the statistical uncertainty. For an assumed effective expansion coefficient of $10^{-5}$ per kelvin along the film normal, which includes the constraint by the substrate, a 1 K change alters the film thickness by $100\times10^{-5}=0.001$ nm. An assumed calibration uncertainty of 0.1 nm is larger than either. Combined in quadrature with the statistical part,

$$\sqrt{0.1^2+0.00686^2}\ \text{nm}=0.100\ \text{nm}.$$

For absolute thickness under these assumptions, a longer run would hardly help. For comparing runs that share the same calibration offset, that offset cancels and the effective count again matters, provided drift is controlled. The difference of two such means has a statistical uncertainty of about $\sqrt2\times0.00686=0.0097$ nm, while a drift continuing at the rate assumed above would separate consecutive runs by 0.02 nm.
